# Multilevel summation of Coulomb energies and forces with B-spline interpolation, part 2

Multilevel summation approximates the energy \(E = \tfrac12 k\sum_{i\neq j} q_iq_j/r_{ij}\) of \(N\) point charges with open boundaries. Lengths are in Å, charges in units of \(e\), and \(k = 14.399645\) eV·Å. Kernels are in 1/Å; \(k\) is restored only in energies, potentials and forces.

For cutoff \(a\), finest grid spacing \(h\), even order \(p\) and levels \(l = 1,\dots,L\), set \(a_l = 2^{l-1}a\), \(h_l = 2^{l-1}h\). With \(s = \rho^2\), the \(C^{p-1}\) smoothing function \(\gamma(\rho)\) is \(s^{-1/2}\) for \(s\ge1\) and, for \(s<1\),

\[ \gamma = \sum_{k=0}^{p-1}\binom{-1/2}{k}(s-1)^k . \]

With \(\gamma_l(r) = \gamma(r/a_l)/a_l\), the pieces

\[ g_0 = \frac1r - \gamma_1, \qquad g_l = \gamma_l - \gamma_{l+1}\ \ (1\le l<L), \qquad g_L = \gamma_L \]

sum to \(1/r\). Pairs with \(r<a\) get \(g_0\) directly; the other pieces go on grids.

The spline interpolant is \(If(t) = \sum_jf(j)\mathcal L(t-j)\), with \(\mathcal L(t) = \sum_k\omega_k\varphi(t-k)\), \(\varphi\) the centred B-spline of order \(p\) and \(\omega\) the convolution inverse of \(\varphi(k)\). \(\mathcal L\) decays like \(\rho_p^{|t|}\); \(\rho_4 = 0.267949\) (also written \(\rho\)), \(\rho_6 = 0.430575\). \(I\) reproduces polynomials of degree up to \(p-1\), and \((1-I)t^p/p! = e_p(t) = [B_p(t)-B_p(0)]/p!\), with Bernoulli polynomials \(B_p\), has period 1.

Interpolating \(g_l\) in both positions gives

\[ \tilde g_l(\mathbf r,\mathbf r') = \sum_{\mathbf m,\mathbf n}\varphi^l_{\mathbf m}(\mathbf r)\,G^l_{\mathbf m-\mathbf n}\,\varphi^l_{\mathbf n}(\mathbf r'), \]

where \(\varphi^l_{\mathbf m}\) is a product of B-splines and the stencil \(G^l\) is the samples \(g_l(h_l|\mathbf j|)\) filtered by \(\omega*\omega\) along each axis. For \(p = 4\), \(k\ge0\), \((\omega*\omega)_k = 3(-\rho)^k[k+1+2\rho^2/(1-\rho^2)]\). Also \(\tilde g = \sum_{l\ge1}\tilde g_l\).

The two-scale relation \(\varphi(t/2) = \sum_kJ_k\varphi(t-k)\), \(J_k = 2^{1-p}\binom p{p/2+k}\), moves grid charges up (restriction) and potentials down without added error. \(\tilde E\) is the resulting energy, with the smoothed self-interaction subtracted; the force is its exact gradient.

The hand example has two unit charges on a line, \(p = 2\), \(h = 1\), \(a = 2\), \(L = 2\), and error \(7/256\).

## The error bound

Start with one variable and unit spacing. Let \(f^{(p-1)}\) be continuous and piecewise smooth with \(|f^{(p)}|\le M\). Taylor's formula about the evaluation point \(x\) is \(f(y) = T(y) + R(y)\), with \(T\) of degree \(p-1\) and \(R(y) = \int_x^y(y-s)^{p-1}f^{(p)}(s)ds/(p-1)!\). For \(y<x\), reversing the limits gives one minus sign and the odd power \(p-1\) gives another, so \(R(y) = \int\kappa(y,s)f^{(p)}(s)ds\) with \(\kappa = (y-s)_+^{p-1}/(p-1)!\) for \(s>x\) and \((s-y)_+^{p-1}/(p-1)!\) for \(s<x\). Since \(IT = T\) and \(R(x) = 0\),

\[ f(x)-If(x) = -\sum_j\mathcal L(x-j)R(j) = \int K(x,s)f^{(p)}(s)\,ds, \qquad K = -\sum_j\mathcal L(x-j)\kappa(j,s). \]

Hence \(|f-If|\le C_pM\) with \(C_p = \sup_x\int|K|ds\), finite because \(\mathcal L\) decays geometrically and \(\kappa\) grows as a power. On spacing \(h\) the \(p\)-th derivative in grid units carries \(h^p\), so the bound is \(C_ph^pM\). For \(p = 2\) and \(x = t\in(0,1)\), \(K = -t(1-s)\) for \(s>t\) and \(-(1-t)s\) for \(s<t\), the integral of \(|K|\) is \(t(1-t)/2\), and \(C_2 = 1/8\).

For larger \(p\), take \(f^{(p)}\) to be the square wave \(\sigma(s) = \operatorname{sign}\sin\pi s = \frac4\pi\sum_{k\,\rm odd}\sin(k\pi s)/k\). Integrating \(p\) times gives \(f = \pm\mathcal E\), the Euler spline \(\mathcal E(t) = \frac4{\pi^{p+1}}\sum_{k\,\rm odd}\sin(k\pi t)/k^{p+1}\). It vanishes at integers, so \(If = 0\) and \(\mathcal E(t) = |\int K\sigma\,ds|\le\int|K|ds\), with equality exactly when \(K\) alternates in sign from cell to cell. The alternation is not proved here. Quadrature of \(|K|\) agrees with \(\mathcal E(t)\) to \(10^{-9}\) relative at \(t = 0.1, 0.3, 0.5\) for \(p = 4\) and 6, and the values of \(C_p\) rest on that check. The maximum of \(\mathcal E\) is at \(t = \tfrac12\): in \(\mathcal E'\propto\sum\cos(k\pi t)/k^p\), the bound \(|\cos k\pi t|\le k|\cos\pi t|\) for odd \(k\) shows that the first term outweighs the rest for \(p\ge4\). The values are \(C_4 = 1.302083\times10^{-2} = 1/76.8 = 5/384\) and \(C_6 = 1.323785\times10^{-3}\). The order of the bound does not depend on these values.

The pair kernel is interpolated in six variables, \(\tilde g_l = I_1\cdots I_6g_l\). The identity \(1-I_1\cdots I_6 = \sum_{k=1}^6I_1\cdots I_{k-1}(1-I_k)\) holds because the right side telescopes. Each \(I_j\) enlarges a maximum norm by at most the Lebesgue constant \(\Lambda_p = \sup_t\sum_j|\mathcal L(t-j)|\). Each \((1-I_k)g_l\) is a one-dimensional error along a grid line, on which \(g_l\) is \(C^{p-1}\) and piecewise smooth. A derivative in a primed variable brings \((-1)^p = 1\), and isotropy makes all axes alike. So

\[ |g_l-\tilde g_l|\le S_pC_ph_l^p\sup|\partial_x^pg_l|, \qquad S_p = \sum_{k=0}^5\Lambda_p^k . \]

Evaluated on 40 points of a cell, with the maximum at \(t = \tfrac12\), \(\Lambda_4 = 1.54904\), \(S_4 = 23.342\), \(\Lambda_6 = 1.81618\), \(S_6 = 42.746\).

Let \(M_p = \sup|\partial_x^p\gamma|\). Outside the unit sphere, the Legendre expansion \(1/|\mathbf r-\epsilon\hat{\mathbf x}| = \sum_n\epsilon^nP_n(\cos\vartheta)/r^{n+1}\) is also the Taylor series in \(-\epsilon\), so \(\partial_x^p(1/r) = (-1)^pp!\,P_p/r^{p+1}\), at most \(p!\). Inside, put \(\tau = y^2+z^2\). For \(p = 4\), \(\partial_x^4(x^2+\tau-1)^2 = 24\), and the \(x^6\) and \(3(\tau-1)x^4\) terms of the cube give \(360x^2+72(\tau-1)\), so

\[ D_4(x,\tau) = \tfrac38\cdot24-\tfrac5{16}\big[360x^2+72(\tau-1)\big] = 31.5-112.5x^2-22.5\tau . \]

This is linear in \((x^2,\tau)\) on the triangle \(x^2+\tau\le1\), so its extremes are at the corners: \(31.5\), \(-81\) and \(9\). Thus \(M_4 = 81\), reached just inside the sphere and well above the outer value 24. A search on a polar grid gives \(M_6 = 9675\) against \(6! = 720\).

Scaling gives \(|\partial_x^p\gamma_l|\le M_p/a_l^{p+1}\), so \(|\partial_x^pg_l|\le(1+2^{-p-1})M_p/a_l^{p+1}\) for \(l<L\) and \(M_p/a_L^{p+1}\) at the top. Now \(h_l^p/a_l^{p+1} = 2^{-(l-1)}(h/a)^p/a\). The sum \(\sum_{l=1}^{L-1}2^{-(l-1)} = 2-2^{2-L}\), plus \(2^{1-L}\) for the top, stays below 2. Since \(g_0\) is exact, for all positions and every \(L\)

\[ \Big|\frac1r-g_0-\tilde g\Big|\le\epsilon = 2\,(1+2^{-p-1})\,S_pC_pM_p\,\frac{(h/a)^p}a . \tag{3} \]

The prefactor is \(2\times1.03125\times23.342\times0.01302083\times81 = 50.78\) for \(p = 4\) and \(1103.51\) for \(p = 6\). The hand example has two variables and \(\Lambda_2 = 1\), so \(S = 2\), \(C = 1/8\), \(M = 2\), and (3) gives \(\tfrac94\cdot2\cdot\tfrac18\cdot2\cdot\tfrac14\cdot\tfrac12 = 36/256\), above the actual \(7/256\).

The ratio \(a/h\) fixes the error only in units of \(1/a\). At fixed \(h\) the error falls as \(a^{-(p+1)}\), one power faster than the order suggests, while at fixed \(a\) it falls as \(h^p\). For \(L\ge2\) the bounds of all levels together stay below twice the bound of \(g_1\). The smooth part of every pair including \(i = j\) obeys the bound, so \(|\tilde E-E|\le\tfrac12k(\sum|q_i|)^2\epsilon\). As \(h\to0\) at fixed \(a\) the method becomes exact with an ever larger stencil; once \(a\) exceeds the system size every pair is visited directly, at the cost of the direct sum, and the remaining grid error vanishes as \(a\to\infty\); \(L = 1\) is a particle-mesh method with an all-to-all grid kernel.

For the force, order the variables so that the differentiated one is first. The term \(\partial_x(1-I_1)g_l\) follows from the same Taylor argument with \(\mathcal L'\) in place of \(\mathcal L\), since \(R'(x) = 0\), and is bounded by \(C'_ph^{p-1}\sup|\partial_x^pg_l|\) with a finite \(C'_p\). In the other five terms \(\partial_xI_1\) has norm \(\Lambda'_p/h\), \(\Lambda'_p = \sup\sum|\mathcal L'|\). Every term is of order \(h_l^{p-1}/a_l^{p+1} = 4^{-(l-1)}h^{p-1}/a^{p+1}\), and the levels sum to at most \(4/3\) of the first. One power of \(h\) is lost and no power of \(a\).

The smoothness of \(\gamma\) and the spline order must be matched. If \(\gamma\) is only \(C^\nu\) with \(\nu<p-1\), Taylor's formula stops at degree \(\nu\) and the argument yields order \(\nu+1\). More smoothness than \(C^{p-1}\) does not raise the order and changes only \(M_p\). The advantage of higher \(p\) grows with \(a/h\). The bounds for \(p = 4\) and 6 cross at \((a/h)^2 = 1103.51/50.78\approx21.7\), near \(a/h = 4.7\), but the two bounds are loose by different factors, so this is not where the actual errors cross: in the cube below the sixth-order pair error is already smaller by a factor 3.6 at \(a/h = 4\). Finally (3) is a bound per pair. It cannot be summed over the infinitely many images of a periodic system, which needs neutrality and a separate treatment of the top level.

## The actual size of the error

Bound (3) assumes a square-wave derivative of maximal size and the worst sign pattern in all six variables at once. Where the kernel has more than \(p\) derivatives, carry the Taylor expansion at \(x\) one order further. The degree-\(p\) term contributes \(h^pf^{(p)}(x)e_p(t)\), because \((y-x)^p/p!\) differs from \(y^p/p!\) by a polynomial that \(I\) reproduces. The remainder is \(O(h^{p+1})\), and the jump on the sphere is felt only through the tail \(\rho_p^{\,\text{distance}/h}\). In the telescoped sum, \((1-I_k)g\) is smooth in the other variables, so the prefactors \(I_j\) change it only at order \(h^{2p}\). Therefore

\[ g-\tilde g\approx h^p\sum_\alpha\partial_\alpha^pg\,\big[e_p(t_\alpha)+e_p(t'_\alpha)\big], \qquad \partial_x(g-\tilde g)\approx h^{p-1}\partial_x^pg\;e_p'(t_x), \]

the second because \(t_x = x/h\) modulo 1 is the only fast dependence on \(x\). At \(t = \tfrac12\) the lattice is symmetric about the point, odd powers of \(y-x\) are interpolated without error there, and the relative correction is \(O((h/a)^2)\).

Take \(g = \gamma_1\), \(p = 4\), \(h = 1\), \(a = 16\), both points at cell centres, separated by \(a/4\) along \(y\). The \(x\) and \(z\) axes have \(D_4(0,\tfrac1{16}) = 30.09375\) and the \(y\) axis has \(D_4(\tfrac14,0) = 24.46875\). The prediction is \((2/384)(2\times30.09375+24.46875)/16^5 = 4.2049\times10^{-7}\), and the measured error is \(4.2377\times10^{-7}\). At \(a = 32\) the two are \(1.3140\times10^{-8}\) and \(1.3166\times10^{-8}\): the relative gap falls from 0.8 to 0.2 percent, and the error by a factor 32.2, close to \(2^5\). For \(p = 6\) the error falls from \(3.0943\times10^{-9}\) to \(2.3316\times10^{-11}\), a factor 133 against \(2^7 = 128\). With the first point moved to \(t_x = \tfrac14\), the gradient error for \(p = 4\), \(a = 16\) is \(2.2626\times10^{-7}\) against a predicted \(2.2401\times10^{-7}\). The local constant \(1/384\) is one fifth of \(C_4\), no Lebesgue factors appear, and \(D_4\) is mostly far below 81, which is why (3) overestimates.

## Stencil range and cost

Although below the top level \(g_l\) vanishes beyond \(2a/h\) grid points, \(G^l\) does not, because \(\omega*\omega\) has a tail. For \(p = 4\), filter first along \(y\) and \(z\). The result on the line \(d_y = d_z = 0\) still vanishes for \(|j_x|\ge2a/h\), and filtering along \(x\) with \(3(-\rho)^k[k+\text{const}]\) gives, beyond the support, \(G_{(d,0,0)} = (\alpha+\beta d)(-\rho)^d\). Such a sequence obeys \(G_{d+2}+2\rho G_{d+1}+\rho^2G_d = 0\). For \(a/h = 4\), \(aG\) is \(1.369\) at \(d = 0\) and \(2.893\times10^{-4}, -1.116\times10^{-4}, 3.901\times10^{-5}, -1.289\times10^{-5}\) at \(d = 8\) to 11. In units of \(10^{-6}\) the recurrence reads \(-12.89+20.91-8.01\approx0\). The stencil is cut at \(|d_\alpha|\le2a/h+\mu\). The cut stencil is still even, so the force remains the gradient of the energy, but (3) acquires an added term that decays with \(\mu\) as \((\mu+1)\rho_p^\mu\).

At number density \(n\), the direct part visits \(\frac{4\pi}3a^3n\) neighbours per charge. Each grid point below the top costs \((4a/h+2\mu+1)^3\) operations. The number of grid points falls by 8 per level, so the total is \(8/7\) of the finest, which has \(N/(nh^3)\) points. Near the top the factor 8 is lost: the index range of a grid goes from \(w\) to about \((w+p)/2\), because restriction reaches \(p/2\) points outward on each side, and it stalls near \(p\). Taking \(L\approx\log_2(\text{size}/h)\) brings the top grid to this fixed size, and its all-to-all sum is then a constant. The total is \(O(N)\) at fixed \(a\), \(h\) and \(n\). The count assumes roughly uniform filling. Charges crowded within one cutoff sphere make the direct part quadratic, and widely separated clusters leave most grid points empty.

## A rock-salt cube

The system is a cube of \(8^3 = 512\) ions of charge \(\pm e\) on a rock-salt lattice with chosen lattice constant 5.64 Å, each coordinate displaced at random by up to 0.15 Å. The bulk density is \(0.04459\) Å\(^{-3}\). The grid has \(h = 2\) Å and \(L = 3\). Direct summation gives \(E = -2213.47317\) eV, or \(-4.323190\) eV per ion, an rms potential of 8.6643 V and an rms force of 0.6417 eV/Å.

One pair shows the levels at work. For \(r = 10.4814\) Å, \(a = 8\) Å, \(p = 4\), both \(g_0 = 0\) and \(\gamma_1 = 1/r = 0.095407\) Å\(^{-1}\). For \(a_2 = 16\) Å, \(s-1 = 109.860/256-1 = -0.570860\), \(\gamma = 1+0.285430+0.122205+0.058135 = 1.465770\), \(\gamma_2 = 0.091611\). For \(a_3 = 32\) Å, \(s-1 = -0.892715\), \(\gamma = 1+0.446358+0.298853+0.222325 = 1.967536\), \(\gamma_3 = 0.061486\). The exact pieces are \(g_1 = 0.003796\), \(g_2 = 0.030125\), \(g_3 = 0.061486\). The interpolated pieces, each computed on its own grid from cardinal functions, are \(0.003800\), \(0.030109\) and \(0.061470\), and their sum \(0.095379\) is the value returned by the hierarchy. The error is \(2.8\times10^{-5}\) Å\(^{-1}\), and most of it comes from the upper levels. Below the top level, the error halves from one level to the next in the bounds and for pairs whose positions are scaled with the grid, not for one fixed pair. With \(p = 6\) the result is \(0.095406\).

The largest pair error was taken over four source ions and all targets, the source itself included.

| \(p\), \(a\) (Å) | pair error (1/Å) | bound (1/Å) | rms force error (eV/Å) |
|---|---|---|---|
| 4, 6 | 1.288e-3 | 1.045e-1 | 1.652e-2 |
| 4, 8 | 3.173e-4 | 2.479e-2 | 3.758e-3 |
| 4, 12 | 3.628e-5 | 3.265e-3 | 1.086e-3 |
| 6, 6 | 9.899e-4 | 2.523e-1 | 8.071e-3 |
| 6, 8 | 8.718e-5 | 3.368e-2 | 1.290e-3 |
| 6, 12 | 5.186e-6 | 1.971e-3 | 1.000e-4 |

The entry for \(p = 4\), \(a = 8\) is \(50.78\times(1/4)^4/8 = 2.479\times10^{-2}\). For \(p = 4\) the bound exceeds the measured error by 81, 78 and 90, a nearly constant factor, so the scaling is right and the constant is loose; doubling \(a\) reduces the error by \(1.288\times10^{-3}/3.628\times10^{-5} = 35.5\) against \(2^5 = 32\). For \(p = 6\) the factors are 255, 386 and 380. The case \(a/h = 3\) is not yet asymptotic, and there the sixth-order pair error is hardly below the fourth-order one.

The total force does not follow the pair law. Between \(a = 6\) and 12 Å its rms error falls as \(a^{-3.93}\) for \(p = 4\) and \(a^{-6.33}\) for \(p = 6\), short of \(p+1 = 5\) and 7. The largest force error of a single pair does follow the law over this range, with exponents near 5.1 and 7.2. Summing over a growing number of contributing neighbours accounts for part of the shortfall: with the same positions and the charges shuffled at random, the rms force error falls roughly as \(a^{-4.6}\) and \(a^{-6.8}\). The rms potential error of the crystal falls over the same range as \(a^{-5.57}\) and \(a^{-7.66}\), faster than the pair law, but at \(a = 6\) Å most of it is a shift that follows the sign of the ion, and with that shift removed the exponents are about 5.1 and 6.7. In an ordered crystal the pair errors are added with alternating signs, and how far they cancel need not be the same for the potential and the force. Two end points do not define a clean power law in either case.

For \(p = 4\), \(a = 8\) Å, \(\tilde E = -2211.43570\) eV, so \(\tilde E-E = 2.03747\) eV, or \(3.979\times10^{-3}\) eV per ion. The energy bound per ion is \(\tfrac12Nk\epsilon = 256\times14.40\times0.02479\approx91\) eV, true and of no practical use. Most of the gap comes from assigning every pair the worst-case error \(\epsilon\), which lies a factor 78 above the largest pair error and roughly 600 above the mean one: with all 512 charges made positive the error is still only about \(0.1\) eV per ion. The cancellation between opposite charges supplies the remaining factor of about 30. The energy error changes sign with \(a\): \(-1.755\times10^{-2}\), \(+3.979\times10^{-3}\), \(+3.181\times10^{-4}\) eV per ion for \(p = 4\). A small energy error at one cutoff is thus no proof of accuracy. The error per ion is \(\tfrac12\langle q\,\delta V\rangle\), which cannot exceed half the rms potential error, and at \(a = 8\) Å it nearly reaches that limit, \(3.979\times10^{-3}\) against \(8.920\times10^{-3}/2 = 4.460\times10^{-3}\). For this order and cutoff the potential error is therefore mostly a systematic shift that follows the sign of the ion.

The \(x\) force on an interior ion is \(-0.066745\) eV/Å, the finite difference of \(\tilde E\) gives the same six decimals, and the direct value is \(-0.067201\). The net force on the cube is \(3.889\times10^{-2}\) eV/Å instead of zero. Cutting the stencils at \(\mu = 0,1,2,3\) changes the potential by rms amounts of \(2.313\times10^{-5}\), \(6.123\times10^{-6}\), \(1.013\times10^{-6}\) and \(4.495\times10^{-8}\) V, for 4913 to 12167 stencil points. Even \(\mu = 0\) lies far below the interpolation error of \(8.920\times10^{-3}\) V. The successive ratios are 0.26, 0.17 and 0.04, all below the ratios 0.35 and 0.33 of the on-axis stencil entries at \(d = 9\) to 11, so they do not measure the decay of the tail. The finite size limits what the cut can discard: the finest grid has only 14 points per axis, offsets end at 13, and at \(\mu = 3\) the only offsets discarded, 12 and 13, join points near opposite faces. The grids have 14, 9 and 7 points per axis for \(p = 4\) and 16, 11 and 9 for \(p = 6\), already stalling. A cube this small tests accuracy only: its stencil holds more points than the \(14^3 = 2744\) of its finest grid, and the direct sum is cheaper.

The numerical check below verifies the \(C^{p-1}\) match of \(\gamma\) symbolically, the telescoping sum and the supports, the B-spline against an independent implementation, the two-scale relation, the residue formula for \(\omega\) against a discrete Fourier inverse, \(C_p\) by quadrature against the Euler series, and \(\Lambda_p\) against a long interpolating spline through alternating data. It compares the grid hierarchy with level-by-level cardinal interpolation to \(10^{-11}\), the asymptotic formulas with measured errors, the force with a finite difference of the energy, the stencil tail with its recurrence, and the cube with direct summation and with bound (3). Fourier transforms are used there only for that check of \(\omega\) and to evaluate the finite stencil sums quickly.

## Numbers as computed

```
k = e^2/(4 pi eps0) = 14.399645 eV*Angstrom
p=4: Taylor coeffs [1.0, -0.5, 0.375, -0.3125], gamma(0) = 2.187500
p=4: J = [0.75, 0.5, 0.125], rho = 0.267949
p=4: omega_0..2 = [ 1.732051 -0.464102  0.124356], (w*w)_0..2 = [ 3.4641  -1.73205  0.67949]
p=4: C = 1.302083e-02 (1/C = 76.800), Lambda = 1.54904, S = 23.342, M = 81.00
p=4: bound prefactor = 50.78, e(1/2) = 2.60417e-03, e'(1/4) = 7.81250e-03
p=4 a/h=16: err 4.2377e-07, pred 4.2049e-07 (1/h); grad err 2.2626e-07, pred 2.2401e-07 (1/h^2)
p=4 a/h=32: err 1.3166e-08, pred 1.3140e-08 (1/h); grad err 7.0227e-09, pred 7.0051e-09 (1/h^2)
p=6: Taylor coeffs [1.0, -0.5, 0.375, -0.3125, 0.2734375, -0.24609375], gamma(0) = 2.707031
p=6: J = [0.625, 0.46875, 0.1875, 0.03125], rho = 0.430575
p=6: omega_0..2 = [ 2.842171 -1.321729  0.573326], (w*w)_0..2 = [12.37912 -9.37652  5.80875]
p=6: C = 1.323785e-03 (1/C = 755.410), Lambda = 1.81618, S = 42.746, M = 9675.00
p=6: bound prefactor = 1103.51, e(1/2) = -6.51042e-05, e'(1/4) = -2.03451e-04
p=6 a/h=16: err 3.0943e-09, pred 2.9472e-09 (1/h); grad err 1.9978e-09, pred 1.9051e-09 (1/h^2)
p=6 a/h=32: err 2.3316e-11, pred 2.3025e-11 (1/h); grad err 1.5094e-11, pred 1.4915e-11 (1/h^2)
p=4 a/h=4: G(d,0,0)*a, d=0,8,9,10,11: 1.369e+00 2.893e-04 -1.116e-04 3.901e-05 -1.289e-05
N = 512, a0 = 5.64 A, displacement 0.15 A, h = 2.0 A, L = 3, density = 0.04459 1/A^3
direct: E = -2213.47317 eV, E/N = -4.323190 eV, rms pot = 8.6643 V, rms F = 0.6417 eV/A
p=4: grid points per axis by level [14, 9, 7]
p=4 a=8 A: pair r = 10.4814 A, levels [0.0038   0.030109 0.06147 ] 1/A, V-cycle 0.095379 1/A
p=4 a=6 A: dE/N -1.755e-02 eV, rms dpot 3.950e-02 V, rms dF 1.652e-02 eV/A
    max pair err 1.288e-03 1/A, bound 1.045e-01 1/A, ratio 81.1
p=4 a=8 A: dE/N 3.979e-03 eV, rms dpot 8.920e-03 V, rms dF 3.758e-03 eV/A
    max pair err 3.173e-04 1/A, bound 2.479e-02 1/A, ratio 78.1
p=4 a=12 A: dE/N 3.181e-04 eV, rms dpot 8.302e-04 V, rms dF 1.086e-03 eV/A
    max pair err 3.628e-05 1/A, bound 3.265e-03 1/A, ratio 90.0
p=4: rms dF ~ a^-s between a=6 and 12 A, s = 3.93
p=6: grid points per axis by level [16, 11, 9]
p=6 a=8 A: pair r = 10.4814 A, levels [0.001049 0.023086 0.071271] 1/A, V-cycle 0.095406 1/A
p=6 a=6 A: dE/N 9.541e-03 eV, rms dpot 1.993e-02 V, rms dF 8.071e-03 eV/A
    max pair err 9.899e-04 1/A, bound 2.523e-01 1/A, ratio 254.9
p=6 a=8 A: dE/N -1.906e-04 eV, rms dpot 7.925e-04 V, rms dF 1.290e-03 eV/A
    max pair err 8.718e-05 1/A, bound 3.368e-02 1/A, ratio 386.3
p=6 a=12 A: dE/N -4.072e-05 eV, rms dpot 9.871e-05 V, rms dF 1.000e-04 eV/A
    max pair err 5.186e-06 1/A, bound 1.971e-03 1/A, ratio 380.1
p=6: rms dF ~ a^-s between a=6 and 12 A, s = 6.33
p=4 a=8 A: E = -2211.43570 eV, Fx(219) = -0.066745, fin. diff. -0.066745, direct -0.067201 eV/A
p=4 a=8 A: |sum of forces| = 3.889e-02 eV/A
p=4 a=8 A mu=0: rms pot change 2.313e-05 V, stencil points 4913
p=4 a=8 A mu=1: rms pot change 6.123e-06 V, stencil points 6859
p=4 a=8 A mu=2: rms pot change 1.013e-06 V, stencil points 9261
p=4 a=8 A mu=3: rms pot change 4.495e-08 V, stencil points 12167
a=6 A: neighbours per ion, cluster 24.4, bulk 40.3
a=8 A: neighbours per ion, cluster 57.6, bulk 95.6
a=12 A: neighbours per ion, cluster 165.4, bulk 322.8
```
